# Passing the pull-in fold of a clamped line by deflection control

A conducting line, clamped at both ends and pulled across an air gap by a voltage, has equilibria only up to a largest voltage on its curve, the pull-in voltage. There the curve of deflection against voltage folds back. The curve can be followed through the fold by prescribing the midpoint deflection $c$, in units of the gap, and treating the voltage as an unknown. If the shape is described by coefficients $a$ and the squared voltage by a scaled number $\lambda$, each Newton step solves

$$
\begin{pmatrix} J & -q\\ m^{T} & 0\end{pmatrix}
\begin{pmatrix}\delta a\\ \delta\lambda\end{pmatrix}
=-\begin{pmatrix}F\\ m\cdot a-c\end{pmatrix}. \tag{1}
$$

Here $F$ is the force imbalance, $J=\partial F/\partial a$, $q=-\partial F/\partial\lambda$, and $m\cdot a$ is the midpoint deflection. At the fold $J$ is singular, but the bordered matrix is regular if the critical shape moves the midpoint and the load does work on it.

Newton iteration at fixed voltage loses its fast convergence at the fold and has no nearby solution above it. Beyond the fold in deflection it can still find an unstable equilibrium if started close enough. What it cannot do is follow the curve around the fold by raising the voltage.

## The method on one spring

Take a rigid plate of area $A_p$ on a spring $k$, facing a fixed electrode across a gap $g$. With displacement $w=gu$, the balance $kw=\varepsilon_0A_pV^2/[2(g-w)^2]$ becomes

$$
F(u,\lambda)=u-\frac{\lambda}{(1-u)^2}=0,\qquad \lambda=\frac{\varepsilon_0A_pV^2}{2kg^3}.
$$

The curve is $\lambda=c(1-c)^2$, with slope $\lambda_c=(1-c)(1-3c)$. The fold is at $c=1/3$, $\lambda^*=\tfrac13\cdot\tfrac49=\tfrac4{27}$.

At fixed voltage, Newton divides by $J=1-2\lambda/(1-u)^3$. On the curve this is $1-2c/(1-c)=(1-3c)/(1-c)$, which vanishes at the fold. Let $e=u-1/3$ and $\lambda=\lambda^*$. Since $F=F'=0$ at the fold and $F''=-6\lambda^*/(2/3)^4=-9/2$, to leading order $F=-\tfrac94e^2$ and $F'=-\tfrac92e$. One step gives

$$
e_{\rm new}=e-\frac{F}{F'}=e-\frac e2=\frac e2 .
$$

The error is halved per step instead of squared. If $\lambda$ exceeds $\lambda^*$ by a small $\delta$, then $F\approx-\tfrac94(e^2+\delta)$, because $1/(1-u)^2=9/4$ there. No nearby root exists. The slope becomes $F'\approx-\tfrac92e-\tfrac{27}4\delta$, because $2/(1-u)^3=27/4$ there, so $e_{\rm new}\approx e-(e^2+\delta)/(2e+3\delta)$. The error is still roughly halved while $|e|\gg\sqrt\delta$; once $|e|$ falls well below $\sqrt\delta$ the step is a large jump, unbounded at $e=-3\delta/2$.

Now prescribe $c=1/3$. The bordered matrix has determinant $J\cdot0-(-q)\cdot1=q=1/(1-u)^2$, which is never zero in the gap. Start from $u=0$, $\lambda=0$, where $F=0$, $J=1$, $q=1$:

- The second row gives $\delta u=1/3$; the first gives $\delta u-\delta\lambda=0$, so $\lambda=1/3$.
- Now $F=\tfrac13-\tfrac13\cdot\tfrac94=-\tfrac5{12}$ and $\delta u=0$. The first row reads $-\tfrac94\delta\lambda=\tfrac5{12}$, so $\delta\lambda=-\tfrac5{27}$ and $\lambda=\tfrac9{27}-\tfrac5{27}=\tfrac4{27}$.

Two steps land on the fold itself. With one coordinate, the prescribed deflection fixes the entire shape. A flexible line still has to find its shape, and this is where the matrix in (1) is needed.

## The elastic line

The line has span $L$, width $t$ in the bending direction, face height $b$, area $A=bt$ and second moment $I=bt^3/12$. Its modulus is $E$ and its initial tensile stress $\sigma_0$. Slopes are small, the opposite electrode is rigid, and the field is locally that of parallel plates. Axial equilibrium makes the tension uniform, so the extra strain is the mean elongation $\epsilon=\frac1{2L}\int_0^L w'^2dx$.

At fixed voltage the field energy is $+\tfrac12CV^2$ and the source loses $QV=CV^2$, so the electrical term is $-\tfrac12CV^2$:

$$
\Pi=\frac{EI}{2}\int_0^L w''^2dx+AL\left(\sigma_0\epsilon+\frac E2\epsilon^2\right)-\frac{V^2}{2}\int_0^L\frac{\varepsilon_0b}{g-w}dx .
$$

Put $x=L\xi$, $w=gu$, $S=\int_0^1u'^2d\xi$, so that $\epsilon=g^2S/(2L^2)$. Dividing by $EIg^2/L^3$ gives

$$
\hat\Pi=\frac12\int_0^1u''^2d\xi+\frac\tau2S+\frac\alpha4S^2-\lambda\int_0^1\frac{d\xi}{1-u}.
$$

The coefficients follow term by term:

$$
\tau=\frac{\sigma_0AL^2}{EI}=\frac{12\sigma_0L^2}{Et^2},\qquad
\frac\alpha4=\frac{Ag^2}{8I}\;\Rightarrow\;\alpha=6\frac{g^2}{t^2},
$$

$$
\lambda=\frac{\varepsilon_0bV^2L^4}{2EIg^3}=\frac{6\varepsilon_0V^2L^4}{Et^3g^3}.
$$

The face height cancels, because stiffness and plate force are both proportional to it.

For a variation $v$ that respects the clamps, $\delta S=2\int u'v'$. Stationarity therefore reads

$$
\int_0^1u''v''d\xi+(\tau+\alpha S)\int_0^1u'v'd\xi-\lambda\int_0^1\frac{v}{(1-u)^2}d\xi=0. \tag{2}
$$

Integrating the first term by parts twice and the second once, with $v=v'=0$ at the ends, gives

$$
u''''-(\tau+\alpha S)u''=\frac{\lambda}{(1-u)^2},\qquad u=u'=0\ \text{at}\ \xi=0,1 .
$$

**Small deflections.** Drop $S$ and set the load to $\lambda$. With $y=\xi-\tfrac12$ and $\kappa=\sqrt\tau$, the solution is

$$
u=\frac\lambda\tau\left[\frac12\left(\frac14-y^2\right)-\frac{\cosh(\kappa/2)-\cosh\kappa y}{2\kappa\sinh(\kappa/2)}\right].
$$

It vanishes at $y=\pm\tfrac12$, and so does its slope, since $-y+\sinh(\kappa y)/[2\sinh(\kappa/2)]$ must be zero there. At $y=\tfrac12$ its two terms are $-\tfrac12$ and $+\tfrac12$. At the midpoint, $(\cosh z-1)/\sinh z=\tanh(z/2)$ gives

$$
c=\frac\lambda\tau\left[\frac18-\frac{\tanh(\kappa/4)}{2\kappa}\right]. \tag{3}
$$

For $\tau\to0$, $\tanh z\approx z-z^3/3$ leads to $c=\lambda/384$, the bending limit. For large $\tau$, $c\to\lambda/(8\tau)$, the stretched string.

## Finite coordinates

Write $u=\sum_ka_k\psi_k$ with $k\ge2$ and

$$
\psi_k''(\xi)=\sqrt{2k+1}\,P_k(s),\qquad s=2\xi-1,
$$

where $P_k$ are Legendre polynomials. Integrate twice from $\xi=0$ with zero starting values. At the other end

$$
\psi_k'(1)=\int_0^1\psi_k''d\xi=0,\qquad \psi_k(1)=\int_0^1(1-\xi)\psi_k''d\xi=0,
$$

because $P_k$ with $k\ge2$ is orthogonal to $1$ and $\xi$. All clamp conditions hold. From $\int P_k\,ds=(P_{k+1}-P_{k-1})/(2k+1)$ and $d\xi=ds/2$,

$$
\psi_k=\frac1{4\sqrt{2k+1}}\left[\frac{P_{k+2}-P_k}{2k+3}-\frac{P_k-P_{k-2}}{2k-1}\right].
$$

Since $\int_0^1P_k^2d\xi=1/(2k+1)$, the bending matrix $\int\psi_i''\psi_j''$ is the identity. Define $T_{ij}=\int\psi_i'\psi_j'$, so that $S=a^TTa$, and $q_i=\int\psi_i/(1-u)^2$. Equation (2) with $v=\psi_i$ becomes

$$
F=a+(\tau+\alpha S)Ta-\lambda q=0 .
$$

Differentiating, with $\partial S/\partial a=2Ta$,

$$
J=1+(\tau+\alpha S)T+2\alpha(Ta)(Ta)^T-\lambda\int_0^1\frac{2\psi\psi^T}{(1-u)^3}d\xi .
$$

$J$ is symmetric, being the second derivative of $\hat\Pi$. An equilibrium is stable at fixed voltage, within this model, when all its eigenvalues are positive. The remaining vector is $m_k=\psi_k(1/2)$.

## Why the bordered step survives the fold

At a simple fold, $J\phi=0$ for one independent vector $\phi$. Suppose $(v,r)$ is annihilated by the matrix in (1):

$$
Jv-rq=0,\qquad m\cdot v=0 .
$$

Multiply the first equation by $\phi^T$. Since $\phi^TJ=0$, $r\,\phi\cdot q=0$. If $\phi\cdot q\ne0$, then $r=0$, hence $Jv=0$ and $v=\beta\phi$. If also $m\cdot\phi\ne0$, then $\beta=0$. The matrix is regular.

Away from the fold $J$ is invertible and $v=rJ^{-1}q$. The matrix then fails when $m\cdot J^{-1}q=0$. Differentiating $F=0$ along the curve gives $da/d\lambda=J^{-1}q$, so this condition means $dc/d\lambda=0$. Deflection control thus fails where the curve turns back in $c$. Since $J$ is invertible there, one can prescribe the voltage for that part of the curve, or another suitable component of the shape.

Differentiating $F=0$ and $m\cdot a=c$ with respect to $c$ gives the tangent:

$$
Ja_c-\lambda_cq=0,\qquad m\cdot a_c=1. \tag{4}
$$

This is the same matrix with right side $(0,1)$. Where $\lambda_c=0$, the nonzero vector $a_c$ satisfies $Ja_c=0$, so $a_c$ is the critical shape. For an eigenvector with $J\phi=\mu\phi$, multiplying (4) by $\phi^T$ gives

$$
\mu\,\phi\cdot a_c=\lambda_c\,\phi\cdot q .
$$

Near the fold, choose the sign of $\phi$ so that $\phi\cdot a_c>0$. If the critical shape has one sign, $\phi\cdot q>0$ as well, and $\mu$ changes sign together with $\lambda_c$: stability is lost at the voltage maximum.

## Why fixed voltage slows down

Let $B$ be the second derivative of $F$ with respect to $a$ at the fold, and $d$ the distance of an iterate from the fold shape. At $\lambda=\lambda^*$,

$$
F=J^*d+\tfrac12B(d,d)+\dots,\qquad J=J^*+B(d,\cdot)+\dots
$$

The new error $d_+=d-J^{-1}F$ obeys

$$
Jd_+=Jd-F=\tfrac12B(d,d)+\dots
$$

Since $J=J^*+B(d,\cdot)+\dots$, this gives $J^*d_+=\tfrac12B(d,d)-B(d,d_+)+\dots$. With $d_+$ of order $d$, the right side is of second order. As $J^*$ annihilates only $\phi$, the part of $d_+$ outside $\phi$ is then of second order too, and to leading order both errors soon lie along $\phi$: $d=e\phi$, $d_+=e_+\phi$. Multiplying by $\phi^T$ removes $J^*$ and leaves $ee_+\,\phi\cdot B(\phi,\phi)=\tfrac12e^2\,\phi\cdot B(\phi,\phi)$, hence $e_+=e/2$, as for the spring.

The common factor is nonzero when $\lambda_{cc}\ne0$. Indeed, differentiating (4) once more at $\lambda_c=0$ gives $B(a_c,a_c)+Ja_{cc}=\lambda_{cc}q$, and multiplication by $\phi^T$ gives $\phi\cdot B(a_c,a_c)=\lambda_{cc}\,\phi\cdot q$.

## A bound on the voltage

Without stretching, $\alpha=0$, nonexistence at high voltage can be shown directly. Let $v_1>0$ be the first clamped mode, $v_1''''-\tau v_1''=\mu_1v_1$. Multiply the equilibrium equation by $v_1$ and integrate by parts:

$$
\mu_1\int v_1u\,d\xi=\lambda\int\frac{v_1}{(1-u)^2}d\xi .
$$

The maximum of $u(1-u)^2$ for $u<1$ is the spring's $4/27$, so $1/(1-u)^2\ge27u/4$. The right side is at least $\tfrac{27}4\lambda\int v_1u$. That integral is positive, because the right side is, and therefore

$$
\lambda\le\frac{4\mu_1}{27}.
$$

For $\tau=0$ the computed fold is at $\lambda=70.10$ and the bound is $74.16$. For the tension used below they are $182.1$ and $191.9$. With $\alpha>0$ this argument does not apply, and the bound can be exceeded: for $\tau=0$, $\alpha=6$ the fold is at $\lambda=79.1$.

## The algorithm

1. Start from $a=0$, $\lambda=0$, $c=0$.
2. Raise $c$ by a small step and iterate (1) from the previous solution. As $F=0$ there, the first iteration is a step along the tangent.
3. At each solution compute $\lambda_c$ from (4) and the eigenvalues of $J$.
4. When $\lambda_c$ changes sign, find its zero in $c$ with a bracketing root finder, solving (1) afresh for each trial $c$.
5. Continue in $c$ along the unstable branch.

## A released copper line

Consider a copper interconnect bending sideways toward its neighbour, with $L=4$ µm, $t=60$ nm, $b=120$ nm and $g=60$ nm. Rough copper-like values are $E=120$ GPa and $\sigma_0=150$ MPa. Then $\alpha=6$ and

$$
\tau=\frac{12(1.5\times10^8)(4\times10^{-6})^2}{(1.2\times10^{11})(6\times10^{-8})^2}=66.7 .
$$

With 50 basis functions the fold is at $c=0.414$, $\lambda^*=189.9$. The conversion is

$$
V^2=\frac{\lambda Et^3g^3}{6\varepsilon_0L^4}=0.4117\,\lambda\ \text{V}^2,
$$

so for a slowly raised voltage pull-in occurs at $\sqrt{0.4117\times189.9}=8.84$ V, with a midpoint deflection of 24.8 nm. On the unstable branch the equilibrium voltage falls to 7.21 V at $c=0.7$ and 3.81 V at $c=0.9$.

At 1 V, $\lambda=2.43$ and (3) gives $c=0.00240$, or 0.144 nm, in agreement with the full calculation.

Solving the differential equation separately by collocation, at $c=0.3$ to $0.9$ in steps of $0.1$, reproduced $\lambda$ to a relative difference of at most $6\times10^{-8}$. This measures numerical error, not the accuracy of the model.

At the fold the lowest eigenvalue of $J$ is zero to rounding, while the smallest singular value of the bordered matrix is $0.069$. The critical shape has one sign. From $c^*-0.05$, deflection control reaches the fold in 4 iterations; at fixed $\lambda^*$ the error ratio per step is $0.4998$.

At 1.02 times the pull-in voltage, fixed-voltage Newton started from the solution at $c^*-0.05$ was thrown out of the gap in 5 steps; the count depends strongly on the starting point. At 7.21 V it converged to the unstable $c=0.700$ when started from the solution at $c=0.69$, and to the stable $c=0.164$ when started from rest.

With 50 basis functions the lowest eigenvalue is $1.0001$ at both $c=0.1$ and $0.2$. The excess over 1 is set by the basis: at $c=0.1$ the value is $1.002$ with 20 functions and $1.00001$ with 100. Eigenvalues here are measured relative to bending energy. For short waves of wavenumber $K$, tension adds a fraction of order $1/K^2$ and the load removes one of order $1/K^4$, so their eigenvalues approach 1. The lowest eigenvalue belongs to the pull-in mode only once that mode has fallen below 1. Every sampled state below the fold deflection had no negative eigenvalue, and every one above it, up to $c=0.9$, had exactly one.

Near the fold, $\lambda^*-\lambda\approx\tfrac12|\lambda_{cc}|(c^*-c)^2$ with $\lambda_{cc}=-1823$. As $\lambda\propto V^2$, $\lambda^*-\lambda\approx2\lambda^*(1-V/V^*)$, and on the stable side

$$
c^*-c\approx\sqrt{\frac{4\lambda^*}{|\lambda_{cc}|}\left(1-\frac V{V^*}\right)}=0.65\sqrt{1-\frac V{V^*}} .
$$

One per cent below pull-in, the line is still about $0.065\,g\approx4$ nm short of its fold deflection.

## What a real line changes

Interconnects work at roughly 1 V, far below this pull-in voltage. The fully released 4 µm stretch is an unfavourable assumption: a line also held from below would be harder to bend. Several other assumptions err the opposite way. Changing one at a time, with the other inputs fixed, gives:

- **Heating by 80 K:** a thermal mismatch of $14\times10^{-6}$ per K lowers the stress to $150-134=16$ MPa and pull-in to 6.1 V, a fall of 31 %. Further heating puts the line in compression: 120 K gives $-52$ MPa and 4.1 V, and near 142 K, at $-89$ MPa ($\tau=-4\pi^2$), the line buckles without any voltage.
- **An equally free neighbour:** pull-in falls by 30 %, to 6.2 V. The gap closes by $2u$; with $v=2u$ and no stretching, the equation for $v$ has load $2\lambda$, so $V$ falls by $1-1/\sqrt2=29$ %. Stretching accounts for the rest.
- **Fringing field:** for an isolated pair of lines the force at full gap is 1.24 times the plate value, and pull-in falls by 8 %.
- **Crystal orientation:** rough moduli of about 67 and 190 GPa change pull-in by about −10 % and +12 % at fixed $\sigma_0$. If the stress comes from a fixed mismatch strain, $\tau$ is unchanged, $V\propto\sqrt E$, and the changes are −25 % and +26 %.
- **Sudden switching:** with the density of copper the lowest vibration period is about 44 ns, so a voltage switched on much faster makes the line overshoot. A step voltage pulls it in at about 8.1 V with weak damping, a fall of 8 to 9 %, and at about 8.25 V with a quality factor of 10.
- **Yielding supports:** represented by a span longer by one line width at unchanged $\sigma_0$, they lower it by 2 %. Supports that also give way along the line relax the tension, which this does not include: reducing $\tau$ and $\alpha$ by 5 % lowers pull-in by 1.6 %, and by 20 % lowers it by 6 %.

These changes need not add. Heating by 80 K, a free neighbour, a roughly scaled fringing force and the longer span together give about 3.8 V, and about 2.3 V with 120 K. The far neighbour is taken to be at the line's own potential, so that it does not pull. With fringing it pushes the line slightly toward the electrode: the force factor at full gap becomes 1.28, and the fall in pull-in is still about 8 %. With these uncertainties the model supports "a few volts" while the line stays in tension, not three digits; close to thermal buckling the margin over 1 V can vanish.

At the fold the midpoint field is 2.5 MV/cm. For a smooth surface with a 4.5 eV work function and a triangular barrier the tunnelling exponent is 259 (251 with image-force lowering), so emission is negligible. A tenfold local field enhancement reduces it to 26 (20 with image-force lowering), and the current would then need its own calculation. At $c=0.9$ the field is 6.4 MV/cm, and the exponents are 97 for a smooth surface and 10 with tenfold enhancement (5 with image-force lowering). Breakdown along adjoining dielectric surfaces is not covered. At the fold midpoint the Casimir pressure between ideal metal plates would be 0.3 % of the electrostatic pressure. It grows as the gap closes: at $c=0.9$, a 6 nm gap, the ideal-plate ratio is 56 % and would lower the equilibrium voltage from 3.81 to about 3.1 V. A free-electron metal with a plasma energy near 9 eV gives about 3 % and 3.77 V. The far end of the unstable branch is therefore not good to three digits.

The peak stress, at the clamps, is about 400 MPa at the fold and about 620 MPa at $c=0.9$, within the rough range where thin copper may yield. The elastic curve near and beyond the fold is therefore less certain than its small-deflection part. The full table of the curve is in the numerical output.

## Values computed for the example and the checks

```
span 4.0 um, width 60 nm, height 120 nm, gap 60 nm
modulus 120 GPa, initial stress 150 MPa
tau = 66.667, alpha = 6.000 (dimensionless)
basis functions: 50
c=w/gap  deflection(nm)  voltage(V)  lowest eigenvalue of J
0.1  6.0  5.9480  1.0001
0.2  12.0  7.6967  1.0001
0.3  18.0  8.5480  0.9105
0.4  24.0  8.8387  0.1430
0.5  30.0  8.6903  -1.1282
0.6  36.0  8.1473  -3.1886
0.7  42.0  7.2074  -6.8552
0.8  48.0  5.8168  -14.5895
0.9  54.0  3.8083  -38.6531
fold: c = 0.41378, lam = 189.9431 (dimensionless)
pull-in voltage = 8.8427 V
pull-in midpoint deflection = 24.827 nm
deflection at 1 V = 0.1444 nm
largest relative lam difference from collocation = 6.0e-08
|lowest eigenvalue of J| at fold = 2.3e-15
smallest singular value, bordered matrix = 0.0693
second derivative of lam in c at fold = -1822.61
bordered Newton iterations to fold from c-0.05 = 4
fixed-voltage error ratio per step at fold = 0.4998
fixed voltage 0.98 pull-in: converged True, steps 6
fixed voltage 1.02 pull-in: converged False, steps 5, last c 5.070
at 7.2074 V: from c=0.69 Newton gives c=0.7000, from rest c=0.1643
no stretching, tau=0: fold c 0.3967, lam 70.095, bound 74.158
no stretching, example tau: fold c 0.3937, lam 182.141, bound 191.949
fringing force factor at full gap = 1.244
stress after heating by 80 K = 15.6 MPa
fringing field included: pull-in 8.171 V (-7.6 %), c 0.432
neighbour equally free to move: pull-in 6.155 V (-30.4 %), c 0.199
heated by 80 K: pull-in 6.114 V (-30.9 %), c 0.444
modulus 67 GPa (<100> copper): pull-in 7.955 V (-10.0 %), c 0.406
modulus 191 GPa (<111> copper): pull-in 9.887 V (+11.8 %), c 0.421
span longer by one line width: pull-in 8.657 V (-2.1 %), c 0.413
field at fold midpoint = 2.514 MV/cm
ideal Casimir/electrostatic pressure there = 0.304 %
tunnelling exponent, smooth surface = 259.4
tunnelling exponent, field x10 = 25.9
axial stress at fold = 161.2 MPa
peak clamp stress at fold = 396.7 MPa
```
